\section*{Exchange Energy of a Hedgehog Bloch Point and Its Lattice Correction}

\section{Definitions and conventions}

Let $\mathbf m(\mathbf r)$ be the unit vector along the magnetization of a ferromagnet with saturation magnetization $M_s$. The exchange energy above the uniform state is
\begin{equation}
E=A\int |\nabla\mathbf m|^2\,dV,\qquad
|\nabla\mathbf m|^2=\sum_{i,j}(\partial_i m_j)^2 .
\label{eq:energy}
\end{equation}
The stiffness $A$ is uniform and isotropic. If the energy density were instead written with a prefactor $A/2$, the same numerical $A$ would give half the energies below.

A Bloch point is a point singularity of $\mathbf m$. On a sphere around it, the direction $\mathbf m$ covers the unit sphere a net number of times $Q=\pm1$. The hedgehog is the radial case,
\begin{equation}
\mathbf m=\hat{\mathbf r}=\mathbf r/r,\qquad Q=1,
\end{equation}
placed at the centre of a sphere of radius $R$. Continuum theory keeps $|\mathbf m|=1$ everywhere except at $r=0$, where no direction is defined. A crystal supplies a second length, the lattice constant $a$. For $a/R\ll1$ the continuum gives the leading energy, and the lattice gives a first correction of relative order $a/R$.

\section{Leading order}

Since $\partial_i r=x_i/r=m_i$, the quotient rule gives
\begin{equation}
\partial_i m_j=\frac{\delta_{ij}}r-\frac{x_ix_j}{r^3}
=\frac{\delta_{ij}-m_im_j}{r}.
\label{eq:gradient}
\end{equation}
Squaring and summing, with $\sum_i m_i^2=1$,
\begin{equation}
|\nabla\mathbf m|^2=\frac{1}{r^2}\sum_{i,j}
\left(\delta_{ij}-2\delta_{ij}m_im_j+m_i^2m_j^2\right)
=\frac{3-2+1}{r^2}=\frac2{r^2}.
\end{equation}
The energy density $2A/r^2$ diverges at the centre, but the area of a shell vanishes as $r^2$:
\begin{equation}
E_0=\int_0^R\frac{2A}{r^2}\,4\pi r^2\,dr
=8\pi A\int_0^R dr=8\pi AR .
\label{eq:leading}
\end{equation}
Shells of equal thickness carry equal energy. Removing a core of radius $c$ removes $8\pi Ac$, which tends to zero with $c$.

The hedgehog is also in exchange equilibrium. Let $\delta\mathbf m$ be a variation perpendicular to $\mathbf m$, as fixed length requires. Integration by parts gives
\begin{equation}
\delta E=2A\oint\delta\mathbf m\cdot\partial_n\mathbf m\,dS
-2A\int\delta\mathbf m\cdot\nabla^2\mathbf m\,dV .
\end{equation}
The surface term vanishes because $\hat{\mathbf r}$ does not change along a radius; this holds on the outer surface and on a small sphere around the singularity. For the volume term, differentiate \eqref{eq:gradient} and use $\sum_i\partial_i m_i=2/r$ and $\sum_i m_i\partial_i m_j=0$:
\begin{equation}
\nabla^2m_j=-\frac{m_j}{r^2}
-\left(\frac{2m_j}{r^2}-\frac{m_j}{r^2}\right)
=-\frac{2m_j}{r^2}.
\end{equation}
This is parallel to $\mathbf m$, so $\delta E=0$. Equilibrium does not by itself imply stability.

\section{A lower bound for a centred point}

Suppose that $\mathbf m$ is smooth except at the centre, where $Q=\pm1$. On a shell, let $\mathbf p$ and $\mathbf q$ be the derivatives of $\mathbf m$ along two perpendicular tangential directions. Both are perpendicular to $\mathbf m$, because $|\mathbf m|=1$. Therefore
\begin{equation}
|\mathbf p|^2+|\mathbf q|^2\ge2|\mathbf p||\mathbf q|
\ge2|\mathbf p\times\mathbf q|
=2|\mathbf m\cdot(\mathbf p\times\mathbf q)| .
\label{eq:bound}
\end{equation}
The integral of $\mathbf m\cdot(\mathbf p\times\mathbf q)$ over the shell is the signed solid angle covered by $\mathbf m$, namely $4\pi Q$. Each shell thus contributes at least $8\pi A\,dr$. Radial derivatives can only add energy, so $E\ge8\pi AR$, and the hedgehog attains this value.

Equality in \eqref{eq:bound} requires $|\mathbf p|=|\mathbf q|$ and $\mathbf p\perp\mathbf q$, which means that the map from shell to direction preserves angles. A global rotation of the hedgehog has this property, and so does a stretching of the sphere in stereographic projection. With a free surface and the singularity held at the centre, the minimizer is therefore not unique. A numerical example that does not preserve angles is $\hat{\mathbf r}+0.3(n_yn_z,n_x^2,n_xn_y)$, normalized, with $\mathbf n=\hat{\mathbf r}$. Its shell integral is 26.34, against $8\pi=25.13$ for the hedgehog.

\section{A second case: the displaced point}

Move the singularity a distance $d$ from the centre and keep the texture radial about its new position. Let $\rho$ be the distance from the singularity and $u$ the cosine of the angle between a ray and the displacement. The ray meets the surface where $\rho^2+2\rho du+d^2=R^2$, at
\begin{equation}
\ell(u)=-du+\sqrt{R^2-d^2+d^2u^2}.
\end{equation}
The factor $\rho^2$ in the volume element cancels the density $2A/\rho^2$. The term odd in $u$ integrates to zero, which leaves
\begin{align}
E(d)&=2A\,(2\pi)\int_{-1}^{1}\ell(u)\,du
=4\pi A\int_{-1}^{1}\sqrt{R^2-d^2+d^2u^2}\,du\nonumber\\
&=4\pi A\left[R+\frac{R^2-d^2}{2d}
\ln\frac{R+d}{R-d}\right].
\label{eq:displaced}
\end{align}
For small $d$, the logarithm is $2d/R+2d^3/(3R^3)+\cdots$. The second term in the bracket becomes $R-2d^2/(3R)+\cdots$, and
\begin{equation}
E(d)=8\pi AR\left[1-\frac{d^2}{3R^2}+\cdots\right].
\end{equation}
The square root in the integral is $\sqrt{R^2-d^2(1-u^2)}$, so the energy falls steadily with $d$. At $d=R$ the square root becomes $R|u|$, and $E(R)=4\pi AR$, half the central value. Exchange alone does not hold the point at the centre of a free sphere. These values are upper bounds, because for $d>0$ the radial texture is not in equilibrium at a free surface. A stereographic stretch keeps the energy $8\pi A\,d\rho$ of each full shell about the singularity but concentrates it toward the nearest surface point, where the ray has length $R-d$. Strong stretching brings the energy down toward $8\pi A(R-d)$, which falls linearly in $d$ and vanishes at the surface. The earlier bound is not violated, since shells about the centre with $r<d$ no longer enclose the singularity.

\section{First correction: the lattice}

\subsection{Matching the lattice to the stiffness}

Take an fcc lattice with one unit spin per site and energy $J(1-\mathbf m_i\cdot\mathbf m_j)$ for each nearest-neighbour bond. Assigning half of each bond to each end gives the site energy
\begin{equation}
e_i=\frac J2\sum_{\boldsymbol\delta}
\left[1-\mathbf m(\mathbf r_i)\cdot\mathbf m(\mathbf r_i+\boldsymbol\delta)\right].
\label{eq:site}
\end{equation}
Neighbours outside the sphere take their hedgehog directions, so no bonds are cut at the surface.

Far from the core, expand in $\boldsymbol\delta$. Odd orders cancel between $\boldsymbol\delta$ and $-\boldsymbol\delta$. Differentiating $\mathbf m\cdot\mathbf m=1$ twice gives $\mathbf m\cdot(\boldsymbol\delta\cdot\nabla)^2\mathbf m=-|(\boldsymbol\delta\cdot\nabla)\mathbf m|^2$, hence
\begin{equation}
e_i\simeq\frac J4\sum_{\boldsymbol\delta}
|(\boldsymbol\delta\cdot\nabla)\mathbf m|^2 .
\end{equation}
The twelve neighbours have $|\boldsymbol\delta|^2=a^2/2$. By cubic symmetry $\sum\delta_i\delta_j=(12/3)(a^2/2)\delta_{ij}=2a^2\delta_{ij}$, and so $e_i\simeq(Ja^2/2)|\nabla\mathbf m|^2$. Dividing by the volume per site, $a^3/4$, gives
\begin{equation}
A=\frac{2J}{a}.
\label{eq:stiffness}
\end{equation}

\subsection{Order of the correction}

Each derivative of $\hat{\mathbf r}$ brings a factor $1/r$. The next even term in the expansion therefore changes the energy density by an amount of order $Aa^2/r^4$. Replacing the sum over sites by an integral makes an error of the same order: the linear variation cancels within a cell symmetric about its site, and the second derivative of $A/r^2$ is of order $A/r^4$. Outside a core of radius of order $a$, these errors add up to at most the order
\begin{equation}
Aa^2\int_a^R\frac{4\pi r^2}{r^4}\,dr
=4\pi Aa\left(1-\frac aR\right).
\end{equation}
Two contributions remain. The core holds a fixed number of sites, each with energy of order $J\sim Aa$, and the continuum energy it replaces is also of order $Aa$. At the surface, the cells of the included sites fail to match the sphere within a layer of volume of order $R^2a$; multiplied by the density $2A/R^2$, this is again of order $Aa$. Thus
\begin{equation}
E=8\pi AR+O(Aa),
\label{eq:asymptotic}
\end{equation}
with a correction that stays bounded as $R$ grows.

The core energy can be seen directly. Put the Bloch point in an octahedral gap, so that its six nearest sites lie at distance $a/2$. In units of $a/2$, the site $(1,0,0)$ has four neighbours of type $(2,\pm1,0)$, four of type $(0,\pm1,0)$ and four of type $(1,\pm1,\pm1)$, counting the exchange of $y$ and $z$. The sum of direction cosines is $4(2/\sqrt5)+0+4/\sqrt3=5.89$. The site energy is $\frac12J(12-5.89)=3.06J$. The continuum form $(Ja^2/2)(2/r^2)$ at the same site, $r=a/2$, would give $4J$. The continuum density diverges only at $r=0$, where the lattice has no site.

\section{Worked example}

Take $A=15$ pJ/m, or $0.0936$ eV/nm, and $R=5$ nm. Equation \eqref{eq:leading} gives
\begin{equation}
E_0=8\pi(0.0936\ \text{eV/nm})(5\ \text{nm})
=11.8\ \text{eV}=1.88\ \text{aJ}.
\end{equation}
The density at $r=0.5$ nm is $0.749$ eV/nm$^3$, one hundred times that at the surface. In the continuum, the core inside $0.5$ nm nevertheless holds 1.18 eV, one tenth of the total, as it has one tenth of the radius. For a crystal this core value is only a rough guide, because $0.5$ nm is little more than one lattice constant. Displacing the point by 2.5 nm with the texture kept radial lowers the energy to 10.7 eV, and at the surface it is 5.9 eV. A strongly stretched texture approaches 5.9 eV already at 2.5 nm, and zero at the surface.

For the lattice take $a=0.355$ nm, a rough value for permalloy. Then $J=Aa/2=16.6$ meV. Summing \eqref{eq:site} over the 46708 sites in the sphere, with hedgehog directions held fixed, gives 11.45 eV. The correction is
\begin{equation}
E-E_0=-0.31\ \text{eV},
\end{equation}
or $-2.7\%$ of $E_0$. At this radius it has the same effect as removing a continuum core of radius $0.312/2.353=0.13$ nm, where 2.353 eV/nm is $8\pi A$. In units of $Aa$ it is about $-9$. This coefficient belongs to the fcc lattice; a tetrahedral gap changes it by only about 2\%.

Between $R=3$ and 5 nm the lattice energy rises by 2.339 eV/nm, which is 0.6\% below $8\pi A$. The correction therefore changes by about $2\times0.014=0.03$ eV between these radii, so its size is best read as 0.3 eV. The drift comes from the uneven count of sites at the surface. If $R$ is replaced by the radius of a sphere with the volume of the included cells, the correction is $-0.303$ eV, or $-9.1\,Aa$, at 3, 5, 8 and 12 nm alike. With the nominal radius it scatters between $-0.33$ and $-0.28$ eV for $R$ from 4.5 to 5.5 nm.

\section{Thermal softening of the core}

At finite temperature the average spin length $s_i$ can vary. In mean-field theory each spin feels a field $\mathbf h_i=J\sum_j\mathbf s_j$ from its neighbours. With $x=|\mathbf h_i|/k_BT$, its orientational partition function is
\begin{equation}
Z=2\pi\int_{-1}^{1}e^{xu}\,du=4\pi\frac{\sinh x}{x},
\qquad s_i=\frac{d\ln Z}{dx}=\coth x-\frac1x .
\end{equation}
The average spin points along $\mathbf h_i$. Near the core the neighbours point in different directions, the field is weaker, and the spins shorten.

Far from the core all lengths equal a bulk value $s$, and the bond energy carries a factor $s^2$. In this approximation $A(T)=2Js^2/a$. Here $A(T)$ is held at 15 pJ/m at 300 K, which requires $s=0.885$ and $J=16.6/0.885^2=21.2$ meV. The shortest spin in the sphere has length 0.759. Letting lengths and directions relax inside the sphere, with the spins outside fixed, lowers the free energy by 0.06 eV, to 11.4 eV. This is a mean-field estimate for localized spins.

\section{Magnetostatic and anisotropy energy}

For an isolated sphere, the hedgehog's field $\mathbf B$ is radial by symmetry. Since $\nabla\cdot\mathbf B=0$, its flux through every concentric shell vanishes, so $\mathbf B=0$ and $\mathbf H=-\mathbf M$ inside. With $V=4\pi R^3/3$,
\begin{equation}
E_m=\frac{\mu_0}{2}\int H^2\,dV=\frac{\mu_0M_s^2}{2}V,
\qquad
\frac{E_m}{E_0}=\frac{R^2}{6l^2},\qquad
l^2=\frac{2A}{\mu_0M_s^2}.
\end{equation}
The ratio follows from $\mu_0M_s^2/2=A/l^2$. For a rough permalloy value $M_s=800$ kA/m, $l=6.1$ nm and $E_m=1.3$ eV, or 11\% of $E_0$. The ratio reaches one at $R=\sqrt6\,l\approx15$ nm, beyond which exchange no longer dominates for this texture. The radial hedgehog is the least favourable case: $\mu_0M_s^2V/2$ is the largest magnetostatic energy a body of volume $V$ can have. Rotating all directions by about $105^\circ$ about a fixed axis leaves the exchange energy unchanged and lowers $E_m$ to 0.22 eV, or 2\% of $E_0$, which moves the crossover to about 37 nm.

A uniaxial anisotropy density $K\sin^2\theta$ averages to $2K/3$ over the hedgehog. With $K=1$ kJ/m$^3$, a rough scale for a soft alloy, it adds 0.002 eV.

\section{Relation to devices}

The parameters are in the regime of permalloy, though 15 pJ/m is somewhat high for it; a rough range is 10 to 13 pJ/m. As $E_0$ is proportional to $A$, that range gives about 8 to 10 eV. In a film or wire the surrounding texture is generally not a centred hedgehog, and a free surface can matter more than the lattice: in the free sphere, moving the point to the surface halves the energy of the radial texture, and a texture allowed to adjust loses nearly all of it. Magnetostatics also depends on the material outside the chosen sphere, so the 1.3 eV cannot be carried over unchanged. Alloy disorder, longer-range exchange and the itinerant character of the electrons are not included, and their effect on the core is not estimated here.

The 11.8 eV is the exchange energy within a chosen radius, measured from the uniform state. It is not a barrier for creating a Bloch point during switching. A barrier is the difference between the total energies of a saddle configuration and the initial state, which may already contain much of the exchange energy. The separate contributions are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Exchange stiffness A: 15.0 pJ/m
Exchange stiffness A, converted: 0.09362 eV/nm
Sphere radius R: 5.0 nm
Exchange energy, formula: 11.765 eV
Exchange energy, quadrature: 11.765 eV
Exchange energy, converted: 1.885 aJ
Energy per nm of radius: 2.3530 eV/nm
Energy density at r = 0.5 nm: 0.7490 eV/nm^3
Energy density at r = 5 nm: 0.00749 eV/nm^3
Core radius for comparison: 0.50 nm
Exchange energy in that core: 1.176 eV
Shell integral, hedgehog: 25.1327 (dimensionless)
Shell integral, conformal: 25.1327 (dimensionless)
Shell integral, distorted: 26.3356 (dimensionless)
Energy, point displaced 2.5 nm: 10.729 eV
Energy, point at the surface: 5.882 eV
Saturation magnetization: 800 kA/m
Magnetostatic exchange length: 6.11 nm
Magnetostatic energy: 1.314 eV
Magnetostatic/exchange: 11.2 percent
Anisotropy constant scale: 1.0 kJ/m^3
Anisotropy energy scale: 0.0022 eV
fcc lattice constant: 0.355 nm
Sites in the sphere: 46708
Nearest site to the centre: 0.1775 nm
Coupling J for rigid unit spins: 16.62 meV
Rigid lattice exchange energy: 11.453 eV
Lattice minus continuum: -0.312 eV
Lattice energy slope, 3 to 5 nm: 2.3393 eV/nm
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Mean-field coupling J at fixed A(T): 21.21 meV
Mean-field Curie temperature: 984 K
Bulk thermal spin length: 0.8852 (dimensionless)
Shortest core spin length: 0.7592 (dimensionless)
Relaxation free energy at 300 K: -0.062 eV
Lattice free energy at 300 K: 11.391 eV
\end{verbatim}
